# Electrostatic pressure across an air gap in anodic bonding

**Question**

I am working on an exercise about anodic bonding. A silicon wafer and a glass wafer are hot, and 500 V is applied with the silicon positive. At one place the surfaces are still separated by 1 µm of air. I am to show that, if the 500 V drops entirely across this gap, glass and silicon are pulled together with a pressure of about 1.1 MPa.

My attempt was this. The field is $E=V/d$ and the surface charge is $\sigma=\varepsilon_0E$, so the force per area should be charge times field, $\sigma E=\varepsilon_0V^2/d^2$. That gives 2.2 MPa, twice the stated answer.

I then tried energy, which made things worse. The field energy per area is $\varepsilon_0V^2/(2d)$. It goes up when the gap closes, so the wafers ought to repel each other.

I also don't see why the voltage should sit across 1 µm of air when there is half a millimetre of glass in series with it, or why the permittivity of the glass is absent from the answer. Where do I go wrong, and can the number be believed for a real wafer pair?

**Answer**

Your field and your surface charge are right. The factor of two comes from letting the charge on one surface feel its own field, and the sign trouble comes from leaving the voltage source out of the energy balance. The voltage across the gap needs a separate argument, because it depends on the hot glass being a conductor.

**Field and charge**

Take flat, parallel faces much wider than the gap $d$, with air of permittivity $\varepsilon_0$ between them. Let $x$ point from the silicon to the glass. The silicon is positive, so the field in the gap points along $+x$, and since it is uniform,

$$E=\frac{V}{d}.$$

Draw a flat box with one face deep in the silicon, where the field is zero, and the other in the gap. Gauss's law gives the charge per area on the silicon,

$$\sigma=\varepsilon_0E.$$

Now draw a second box from the gap to deep inside the glass. Assume for the moment that the field is zero there too. Flux enters this box through the gap face and none leaves, so the glass layer holds the total charge $-\sigma$ per area. "Total" means mobile and fixed ions plus the bound charge of polarization.

**The field of one surface alone**

The force on the glass comes from the charge on the silicon, so we need the field of that charge by itself. Treat the silicon surface as a disc of radius $R$ and find the field on its axis at distance $d$. A ring of radius $r$ and width $dr$ carries the charge $2\pi r\,\sigma\,dr$. All of it lies at distance $\sqrt{r^2+d^2}$ from the point, the sideways components cancel by symmetry, and the axial component carries the factor $d/\sqrt{r^2+d^2}$. Coulomb's law then gives

$$E_1=\int_0^R\frac{2\pi r\,\sigma}{4\pi\varepsilon_0}\,\frac{d}{(r^2+d^2)^{3/2}}\,dr
=\frac{\sigma d}{2\varepsilon_0}\left[-\frac{1}{\sqrt{r^2+d^2}}\right]_0^R
=\frac{\sigma}{2\varepsilon_0}\left(1-\frac{d}{\sqrt{R^2+d^2}}\right).$$

For $R\gg d$ the bracket is $1-d/R$. With $R=50$ mm and $d=1$ µm the correction is $2\times10^{-5}$, and we drop it. So

$$E_1=\frac{\sigma}{2\varepsilon_0}=\frac{E}{2}.$$

The negative charge of the glass supplies the other half of the gap field. Inside the gap the two halves add. Deep inside either body they cancel, as they must.

**The pressure**

The internal forces of the glass cancel in pairs, so the glass cannot pull itself along. The net force on its charge $-\sigma$ comes from the silicon's half field, and it points along $-x$, toward the silicon. Its size per area is

$$P=\sigma E_1=\frac{\sigma^2}{2\varepsilon_0}=\frac{\varepsilon_0E^2}{2}=\frac{\varepsilon_0V^2}{2d^2}.$$

Your $\sigma E$ used the full field, half of which belongs to the glass charge itself.

This also shows why the glass permittivity is absent. The half field of a wide sheet does not depend on distance, so it does not matter how deep in the glass the charge sits, or how much of it is free and how much bound. The same follows from a local calculation. In one dimension the total charge density is $\rho_{\rm tot}=\varepsilon_0\,dE/dx$, and the force on the glass per area is

$$\int\rho_{\rm tot}E\,dx=\varepsilon_0\int E\,\frac{dE}{dx}\,dx=\frac{\varepsilon_0}{2}\Big[E^2\Big]_{\rm gap}^{\rm bulk}=\frac{\varepsilon_0}{2}\left(0-E^2\right).$$

The minus sign is the pull toward the silicon. Only the end values of the field enter, whatever happens in between.

**The number**

The field is

$$E=\frac{500\ \text{V}}{1.0\times10^{-6}\ \text{m}}=5.00\times10^8\ \text{V/m},$$

which is 5.0 MV/cm. The charge per area is $\sigma=8.854\times10^{-12}\times5.00\times10^8$ C/m² $=4.43$ mC/m². The pressure is

$$P=\tfrac12\left(8.854\times10^{-12}\right)\left(5.00\times10^{8}\right)^2\ \text{Pa}=1.107\times10^6\ \text{Pa}\approx1.1\ \text{MPa}.$$

This is the result you were asked for, about eleven times atmospheric pressure.

**The energy argument, with the source included**

Let the gap have the variable width $g$ and let the source hold $V$ fixed. Per area, the charge and the field energy are

$$\sigma=\frac{\varepsilon_0V}{g},\qquad u=\frac{\varepsilon_0}{2}\left(\frac{V}{g}\right)^2g=\frac{\varepsilon_0V^2}{2g}.$$

When the gap changes by $dg$, which is negative for closing, the attraction does the work $-P\,dg$. The source delivers $V\,d\sigma$. If the closing is slow enough that heating in the glass can be neglected, what the source delivers and the field does not store is mechanical work:

$$-P\,dg=V\,d\sigma-du=-\frac{\varepsilon_0V^2}{g^2}\,dg+\frac{\varepsilon_0V^2}{2g^2}\,dg=-\frac{\varepsilon_0V^2}{2g^2}\,dg.$$

Hence $P=\varepsilon_0V^2/(2g^2)$, attractive and with the same factor as before. The field energy does rise, as you found, but the source pays twice that rise.

For a finite step from $d$ to $d/2$ at 500 V,

$$\int_{d/2}^{d}P\,dg=\frac{\varepsilon_0V^2}{2}\left(\frac2d-\frac1d\right)=\frac{\varepsilon_0V^2}{2d}=1.107\ \text{J/m}^2.$$

The source delivers 2.214 J/m², and the field energy takes the other 1.107 J/m².

It is instructive to compare the case of fixed charge, with the source disconnected. Then $u=\sigma^2g/(2\varepsilon_0)$ falls as the gap closes, and $-P\,dg=-du$ gives $P=\sigma^2/(2\varepsilon_0)$. At a given gap and charge the force is the same, since the charges do not know what is connected to them. The difference shows up during closing: at fixed charge the pressure stays constant, while at fixed voltage it grows as $1/g^2$ and is four times larger at half the gap, provided the gap still holds the voltage.

**Why the voltage ends up across the air**

Your doubt about the glass is justified at the moment of switch-on. Let the glass have thickness $L$, relative permittivity $\varepsilon_r$ and resistivity $\rho$, with fields $E_a$ in the air and $E_g$ in the glass. The small drops in the surface layers are left for the next section, so

$$E_ad+E_gL=V.$$

Let $s$ be the free charge per area on the glass face next to the gap. Gauss's law for the displacement gives

$$s=\varepsilon_0\varepsilon_rE_g-\varepsilon_0E_a.$$

At switch-on no ions have moved, so $s=0$ and $E_a=\varepsilon_rE_g$. Then $V=E_a(d+L/\varepsilon_r)$, and the gap voltage is

$$V_0=E_ad=\frac{V}{1+L/(\varepsilon_rd)}.$$

With the rough typical values $L=0.5$ mm and $\varepsilon_r=4.6$, this is $500\ \text{V}/(1+108.7)=4.56$ V. The pressure on the silicon is then a mere 92 Pa.

Sodium ions now drift away from the gap toward the negative electrode and leave negative charge behind. No current crosses the air, so the conduction current $E_g/\rho$ in the glass drains the face:

$$\frac{ds}{dt}=-\frac{E_g}{\rho}.$$

Insert $E_a=(V-E_gL)/d$ into the expression for $s$:

$$s=\varepsilon_0\left(\varepsilon_r+\frac Ld\right)E_g-\frac{\varepsilon_0V}{d}.$$

The last term is constant at fixed gap, so differentiation gives

$$\varepsilon_0\left(\varepsilon_r+\frac Ld\right)\frac{dE_g}{dt}=-\frac{E_g}{\rho}.$$

The glass field therefore decays as $e^{-t/\tau}$, and since $V_{\rm gap}=V-E_gL$,

$$V_{\rm gap}(t)=V-(V-V_0)\,e^{-t/\tau},\qquad\tau=\rho\,\varepsilon_0\left(\varepsilon_r+\frac Ld\right).$$

For hot glass at 650 K take the rough value $\rho=10^7$ Ω cm, or $10^5$ Ω m. This is on the high side for borosilicate bonding glass, so the time it gives is a cautious one:

$$\tau=10^5\times8.854\times10^{-12}\times(4.6+500)\ \text{s}=0.45\ \text{ms}.$$

After several $\tau$ the bulk of the glass is free of field, which is what we assumed above, and the gap has nearly the full voltage. Since $\tau\propto\rho$, a glass that conducts far less takes correspondingly longer. The model assumes a constant resistivity and a back electrode that lets the ionic current pass. It is also one-dimensional, so the gap must be wide compared with the glass thickness $L$, not merely with $d$. A small gap surrounded by touching regions is different. While those regions still pass current, they hold the nearby glass close to the silicon potential, and the centre of a round gap of radius $a\ll L$ sees only about $(2/\pi)Va/L$. That is 32 V for $a=50$ µm. The voltage is about 290 V at $a=0.5$ mm and comes close to 500 V only for a radius of about 2 mm. A small gap receives nearly the full voltage only after the depleted layer at the contacts has taken up the voltage, which takes far longer than $\tau$.

**What the surface layers take**

"Entirely" still needs a check, because the charges $\pm\sigma$ occupy layers of finite depth, and a voltage drops across each layer.

In the glass, suppose that all mobile sodium, $N=10^{21}$ cm⁻³ as a rough value, has left a layer of depth $w$. The fixed negative charge left behind must equal $\sigma$ in size, so $w=\sigma/(eN)$. The field falls linearly from $\sigma/(\varepsilon_0\varepsilon_r)$ to zero across the layer, and the drop is the area of that triangle:

$$V_{\rm glass}=\frac12\,\frac{\sigma}{\varepsilon_0\varepsilon_r}\,w=\frac{\sigma^2}{2\varepsilon_0\varepsilon_r\,eN}=1.5\ \text{mV}.$$

The formal depth is 0.028 nm, less than the size of an atom, so the picture of a fully emptied layer cannot be taken literally. It still sizes the effect. At fixed $\sigma$ the drop is proportional to $w$, so the same charge spread over 1 nm would cost about 0.05 V.

In the silicon, positive charge means that holes gather at the surface. Hot silicon is treated here as intrinsic, with electron and hole densities both equal to $n$ in the bulk. Let $\psi$ be the amount by which the potential lies below its bulk value. With Boltzmann statistics the charge density is

$$en\left(e^{e\psi/kT}-e^{-e\psi/kT}\right)=2en\sinh\frac{e\psi}{kT}.$$

Poisson's equation, with $\varepsilon$ the permittivity of silicon, then reads

$$\psi''=\frac{2en}{\varepsilon}\sinh\frac{e\psi}{kT}.$$

Multiply by $\psi'$ and integrate from the bulk, where $\psi=\psi'=0$:

$$\frac{\psi'^2}{2}=\frac{2nkT}{\varepsilon}\left(\cosh\frac{e\psi}{kT}-1\right)=\frac{4nkT}{\varepsilon}\sinh^2\frac{e\psi}{2kT}.$$

At the surface, Gauss's law gives $\sigma=\varepsilon\psi'$, so with $\psi_s$ the surface value

$$\sigma=\sqrt{8\varepsilon kTn}\,\sinh\frac{e\psi_s}{2kT}.$$

With $T=650$ K, relative permittivity 11.7 and the rough value $n=10^{16}$ cm⁻³, this gives $\psi_s=0.39$ V. The second digit is not firm. Quantum confinement of the thin hole layer raises the drop to about 0.43–0.45 V, and doping of the wafer up to $10^{19}$ cm⁻³ moves the classical value between roughly 0.07 and 0.55 V. The pressure loss found below stays at about 0.2 % or less in these cases.

Together the two layers take about 0.4 V out of 500 V. Because $P\propto V^2$, a small fractional loss $\delta$ of gap voltage lowers the pressure by $1-(1-\delta)^2\approx2\delta$, here 0.16 %. For an open gap with relaxed glass, "entirely" is a good approximation.

**Will the air hold 500 V?**

This is the weak point of the exercise. Two routes to breakdown are estimated here, each on its own.

The first is an avalanche in the gas. If an electron makes $\alpha$ ionizations per length, the number of electrons obeys $dN_e/dx=\alpha N_e$ and grows by the factor $M=e^{\alpha d}$ across the gap. Take as a rough upper limit $\alpha=15$ per cm and Torr. Air at one atmosphere and 650 K has the density of room-temperature air at 343 Torr, so

$$\alpha d\le15\times343\times10^{-4}=0.51,\qquad M\le1.67.$$

Each starting electron makes $M-1$ positive ions. If each ion releases $\gamma$ new electrons at the negative surface, the discharge sustains itself when $\gamma(M-1)\ge1$. That requires $\gamma$ of at least 1.49, whereas ordinary yields are well below one. In this estimate the gap is too short for a gas avalanche to sustain itself.

The second route is tunnelling of electrons out of the negative surface, which here is the glass. As a stand-in, take a metal-like emitter with a barrier $\Phi=4.5$ eV. At distance $x$ from the emitter, an electron at the Fermi level sees the barrier

$$U(x)=\Phi-eFx-\frac{e^2}{16\pi\varepsilon_0x},$$

where $F$ is the local field and the last term is the attraction by the image charge. In the WKB approximation the transmission is about $e^{-G}$, with

$$G=\frac{2}{\hbar}\int_{x_1}^{x_2}\sqrt{2m\,U(x)}\;dx$$

taken between the two zeros of $U$. Without the image term the barrier is a triangle that ends at $x=\Phi/(eF)$, and the integral is elementary:

$$G_{\rm tri}=\frac{2\sqrt{2m}}{\hbar}\int_0^{\Phi/eF}\sqrt{\Phi-eFx}\;dx=\frac{4\sqrt{2m}\,\Phi^{3/2}}{3\hbar eF}.$$

So $G_{\rm tri}$ falls as $1/F$. The image term lowers the exponent further, and more so at high field. With the image term included, a smooth face at $5.0$ MV/cm has $G=123$ and a transmission of $4\times10^{-54}$, so tunnelling at the Fermi level is negligible there. At a sharp asperity that raises the local field tenfold, $G=7.6$ and the transmission is $5\times10^{-4}$. I have not computed a current, and thermal excitation is left out. So is the coupling of the two routes: positive ions made in the gas raise the field near the negative surface and help electrons out. For a metal-like emitter, the numbers show how strongly tunnelling depends on roughness. They do not carry over directly to glass, where most electrons are bound more deeply: since $G_{\rm tri}\propto\Phi^{3/2}$, doubling the barrier multiplies this exponent by 2.8. Whether breakdown starts at asperities of the glass is therefore left open.

**The real case**

A temperature of 650 K, a few hundred volts and half a millimetre of borosilicate glass are ordinary conditions for anodic bonding. The field of 500 V across 1 µm is not: micrometre gaps between metal electrodes in air usually fail at lower voltage. If a gap holds roughly 200 V, then at the same 1 µm

$$P=1.107\ \text{MPa}\times\left(\frac{200}{500}\right)^2=0.18\ \text{MPa}.$$

Breakdown therefore matters far more here than the surface layers do. With the assumed 200 V it costs a factor of about six, and a gap that held only 100 V would lose a factor of 25, against a fraction of a percent for the surface layers. The resistive glass limits the current that can feed a discharge, so a glass–silicon gap need not behave like a metal one, and 200 V should be read as a rough scale.

Real gaps also vary in width. Where the faces are nearly parallel, the formula applies locally with the local gap and the local gap voltage, so at equal voltage narrow places are pulled hardest. Where the wafers already touch, current crosses the interface, the sodium-depleted layer thickens, and it can take up much of the voltage. The open-gap estimate does not describe such places. Finally, $P$ is the load that pulls the surfaces together. Whether the gap closes depends also on its shape and on the stiffness of the wafers, and the strength of the finished bond is a different quantity.

So the exercise is correct as a conditional statement: if 500 V stands across 1 µm of air, the pull is 1.1 MPa. The values used here are collected in the numerical output below.

## Numbers as computed

```
Voltage: 500 V
Gap: 1.0 um
Vacuum permittivity: 8.8542e-12 F/m
Gap field: 5.00e+08 V/m
Gap field, converted: 5.0 MV/cm
Surface charge: 4.427 mC/m^2
Half field from Coulomb sum: 2.4999e+08 V/m
PRESSURE: 1.1068e+06 Pa
PRESSURE, converted: 1.107 MPa
Pressure from smeared glass layer: 1.107 MPa
Pressure / one atmosphere: 10.9
Wafer radius: 50 mm
Edge correction of half field: 2.0e-05
Closing to 0.5 um, source work: 2.214 J/m^2
Closing, rise of field energy: 1.107 J/m^2
Closing, mechanical work: 1.107 J/m^2
Temperature (rough): 650 K
Glass thickness: 0.5 mm
Glass relative permittivity (rough): 4.6
Glass resistivity (rough): 1e+07 ohm cm
Gap voltage at switch-on: 4.56 V
Pressure at switch-on: 92 Pa
Charging time tau: 0.45 ms
Sodium density (rough): 1e+21 cm^-3
Formal depleted width in glass: 0.028 nm
Voltage lost in glass layer: 1.50 mV
Silicon relative permittivity: 11.7
Silicon carrier density (rough): 1e+16 cm^-3
Voltage lost in silicon: 0.39 V
Pressure loss from both layers: 0.16 %
Ionization coefficient (rough): 15 /(cm Torr)
Room-temperature-equivalent gas pressure: 343 Torr
Ionizations per crossing, upper bound: 0.51
Avalanche gain, upper bound: 1.67
Secondary yield needed for discharge: 1.49
Emission barrier (rough): 4.5 eV
Tunnel exponent, smooth face: 123
Field enhancement at asperity: 10
Tunnel exponent, asperity: 7.6
Transmission exp(-G), smooth face: 4e-54
Transmission exp(-G), asperity: 5e-04
Voltage a real gap may hold (rough): 200 V
Pressure at that voltage: 0.18 MPa
```
